Spin of Neutral Interstitial Iron in Silicon: The Ludwig-Woodbury Scheme

**The question**

An iron atom (Z = 26) sits at the tetrahedral interstitial site of silicon. The Ludwig-Woodbury scheme describes interstitial 3d atoms by three premises:

1. The atom forms no bonds, and all its electrons outside the argon core go into the 3d shell, including those that were 4s in the free atom.
2. The cubic surroundings split the 3d shell into a threefold level t2 (xy, yz, zx) and a twofold level e (z², x²−y²), with t2 lower.
3. The electrons fill these levels so that the total spin S is as large as possible and, for that spin, the field energy is lowest.

Write Δ = E(e) − E(t2). The repulsion between d electrons is described by the Racah parameters B and C, defined through the Slater integrals F² and F⁴ by

F² = 49B + 7C,  F⁴ = 63C/5.

The spin-orbit coupling is ζ Σ l·s, summed over electrons, with l and s in units of ħ. For numbers use the round model values Δ = 1.0 eV, B = 0.08 eV, C = 0.32 eV, ζ = 0.05 eV, and T = 300 K, where kT = 0.02585 eV.

**(a) Find the d occupation, the spin and the orbital degeneracy of the neutral atom.**

*Answer.* The argon core holds 18 electrons. An interstitial atom of charge q (in units of the elementary charge) therefore has

n = Z − 18 − q

d electrons. For neutral iron n = 26 − 18 − 0 = 8, so the configuration is 3d⁸.

For the largest spin, five electrons go in with spin up, three in t2 and two in e. The remaining three must have spin down, and they take the lower level, t2:

t2: 3 up + 3 down,  e: 2 up + 0 down.

The configuration is t2⁶e². The spin projection is (5 − 3)/2 = 1, hence S = 1. The filled t2 level and the two parallel electrons in the two e orbitals can each be arranged in one way. The state is an orbital singlet with three spin states, labelled ³A2.

**(b) Does this answer depend on the size of Δ, as long as Δ > 0?**

*Answer.* It does not, within the cubic-field model with B, C > 0 and with spin-orbit coupling left out. The energy has two parts, and ³A2 minimizes each separately.

Measured from the mean d energy, a t2 electron has field energy −2Δ/5 and an e electron +3Δ/5. The field energy of t2⁶e² is

6(−2Δ/5) + 2(3Δ/5) = −6Δ/5.

Each electron moved from t2 to e costs a further Δ, so this is the minimum for eight electrons.

Without the field, the Coulomb repulsion gives the d⁸ terms, with energies above the lowest, ³F, of

¹D: 5B + 2C,  ³P: 15B,  ¹G: 12B + 2C,  ¹S: 22B + 7C.

Diagonalization of the repulsion among all 45 states of d⁸, with the stated B and C, reproduces this list. In a cubic field an F term splits into A2 + T1 + T2, while a P term becomes T1. A triplet without orbital degeneracy can thus come from ³F alone, so ³A2 also has the minimum Coulomb energy.

No other state attains both minima: the remaining states of t2⁶e² are spin singlets, which do not belong to ³F. Hence, for ζ = 0, ³A2 is the ground state for every Δ > 0. Spin-orbit coupling mixes in ³T2 with an amplitude of order ζ/Δ, so with ζ present the label describes the ground level well only for Δ ≫ ζ, as at the chosen ratio ζ/Δ = 0.05. Filling t2 completely first and then placing two parallel electrons in e gives the same result. High spin and low spin do not compete in d⁸ with this orbital order.

**(c) How far above the ground state is the lowest spin singlet when Δ is large? Compare with the value at Δ = 1.0 eV.**

*Answer.* For large Δ both states belong to t2⁶e². The closed t2 shell acts equally on both e orbitals and both spins, so only the repulsion of the two e electrons matters.

Call the orbitals θ (z²) and ε (x²−y²), their mutual Coulomb integral J and their exchange integral K. The triplet has an antisymmetric orbital part and energy J − K. The singlet with orbital part (θε + εθ)/√2 has energy J + K. The gap between them is 2K.

Two more singlets exist. A threefold rotation of the cube mixes θ and ε like the components of a plane vector turned by 120°. It therefore mixes θε + εθ with θθ − εε, so these two have the same energy. Let J₀ be the self-repulsion integral, equal for θ and ε. The energy of θθ − εε is J₀ − K, so J₀ = J + 2K. The last singlet, θθ + εε, has energy J₀ + K = J + 3K and lies higher. The lowest gap is therefore 2K.

To find K, expand the product of the two orbitals on the unit sphere, where

θ = √(5/16π) (3z² − 1),  ε = √(15/16π) (x² − y²).

The normalized fourth-order harmonic of the same type as ε is

h₄ = (3/8)√(5/π) (x² − y²)(7z² − 1).

Since 3z² − 1 = (3/7)(7z² − 1) − 4/7,

θε = √(5/16π) [−(4/7) ε + (2√3/7) h₄].

The multipole expansion of the repulsion gives order k the weight 4πFᵏ/(2k + 1), multiplied by the squared coefficient of the normalized harmonic:

K = (4π/5)(5/16π)(16/49) F² + (4π/9)(5/16π)(12/49) F⁴
 = (4/49) F² + (5/147) F⁴.

Inserting the Racah definitions,

K = 4B + 4C/7 + 3C/7 = 4B + C.

The strong-field gap is

2K = 8B + 2C = 0.64 + 0.64 = 1.28 eV.

Full diagonalization gives 1.280 eV at Δ = 1000 eV and 1.244 eV at Δ = 1.0 eV. The sign of the difference follows from the variational principle: the triplet is already an exact eigenstate of the model, while the singlet can lower its energy by mixing with configurations that have more electrons in e.

Covalent bonding spreads the d orbitals and weakens their repulsion. With Δ held at 1.0 eV and all Coulomb terms cut to one tenth, the gap is 0.128 eV. This is still about five times kT, and the ground state is still ³A2. The singlet gap depends strongly on the strength of the repulsion, but the spin does not change under this uniform reduction. Unequal spreading of t2 and e is not covered by it.

**(d) Can premise 2 be derived by treating the silicon neighbours as equal negative point charges?**

*Answer.* Let each neighbour at R repel a d electron at r with energy w/|r − R|, where w > 0 and r < R. Between d orbitals only multipoles of order 0, 2 and 4 act. Order 0 shifts all orbitals equally, and order 2 sums to zero at a cubic site. Order 4 leaves

V₄ = w r⁴ Σ P₄(r̂·R̂)/R⁵.

There is one fourth-order angular function with the symmetry of the site,

h(r̂) = x⁴ + y⁴ + z⁴ − 3/5,

with x, y, z the components of the unit vector. Because P₄ treats r̂ and R̂ alike, the sum must have the form

Σ P₄(r̂·R̂)/R⁵ = c h(r̂) G,  G = Σ h(R̂)/R⁵.

Six charges on the axes at R = 1 fix c. With P₄(u) = (35u⁴ − 30u² + 3)/8, their sum is

(1/4)[35(x⁴ + y⁴ + z⁴) − 30 + 9] = (35/4) h(r̂).

For them G = 6(1 − 3/5) = 12/5, so c = (35/4)/(12/5) = 175/48.

Next, average h over the orbitals. The density of xy, relative to a uniform sphere, is 15x²y². The sphere averages of x⁶y² and x²y²z⁴ are 15/945 and 3/945, so

⟨h⟩ in t2 = 15(15 + 15 + 3)/945 − 3/5 = 11/21 − 3/5 = −8/105.

The average over all five d orbitals vanishes, so 3(−8/105) + 2⟨h⟩ in e = 0, which gives ⟨h⟩ in e = 12/105. The difference is 20/105 = 4/21, and

Δ = w⟨r⁴⟩ (175/48)(4/21) G = (25/36) w⟨r⁴⟩ G.

With a the cubic lattice constant, the interstitial site has four neighbours at √3a/4 along cube diagonals, where h = 1/3 − 3/5 = −4/15, and six at a/2 along the cube axes, where h = 2/5:

G₁ = 4(−4/15)/(√3/4)⁵ = −70.1 a⁻⁵
G₂ = 6(2/5)/(1/2)⁵ = +76.8 a⁻⁵.

The first shell alone would put e below t2. The second reverses this, with a remainder of 6.7 a⁻⁵, about 9 % of its own contribution. Summing over all atoms within 8a gives 5.2 a⁻⁵, again positive.

The sign agrees with premise 2, but it is what remains of two nearly cancelling terms, and silicon atoms are not equal negative point charges. The calculation shows why the second neighbours cannot be ignored. It does not prove the orbital order, which remains a premise of the scheme: moving the four first neighbours inward by about 1.4 % raises |G₁| by 5.2 a⁻⁵ and cancels the remainder. Nor does it account for the size of Δ. For unit charges, w = 14.4 eV Å; with a = 5.43 Å and a rough ⟨r⁴⟩ of 0.4 Å⁴, the formula gives only about 0.004 eV, far below the 1.0 eV used as a model value.

**(e) A measurement gives S = 1. Which alternatives does it exclude?**

*Answer.* Consider four alternatives.

*Reversed order.* If e were lower, d⁸ would fill as e⁴t2⁴. Two unpaired t2 electrons again give S = 1, but the pair of holes can be placed in three ways. Diagonalization at Δ = −1.0 eV confirms S = 1 with threefold orbital degeneracy. Spin alone does not reveal the orbital order; evidence on orbital degeneracy is needed.

*Unchanged atom, 3d⁶4s².* The 4s pair has no spin. High-spin t2⁴e² has S = 2, and low-spin t2⁶ has S = 0. With B and C fixed, diagonalization at 27 values of Δ from 0.13 to 4.03 eV finds these two spins and no other, with the change at Δ = 1.36 eV. With t2 lower, S = 1 therefore excludes 3d⁶4s² in this model. The exclusion rests on premise 2: with e lower and a large splitting, the filling e⁴t2² would also have S = 1.

*One electron left in 4s, 3d⁷4s¹.* High-spin d⁷ has S = 3/2, and coupling to the 4s spin gives 2 or 1. Low-spin d⁷ has S = 1/2 and gives 1 or 0. Thus S = 1 does not by itself exclude this configuration. If the 4s spin is parallel to the d spin, however, S = 1 requires low-spin d⁷, whereas with the stated B and C d⁷ is high-spin at Δ = 1.0 eV.

*Substitutional iron.* In the same scheme a substitutional atom gives four electrons to bonds, leaving 8 − 4 = 4 in d, and e lies below t2. The largest-spin filling e²t2² has S = 2, which the diagonalization also gives at Δ = −1.0 eV. S = 1 therefore disagrees with the high-spin substitutional assignment.

**(f) Find the g value of the neutral atom to first order in ζ/Δ.**

*Answer.* Take the field 𝓑 along z and the ground state |M = 1⟩, with θ and ε both occupied by spin up. Without spin-orbit coupling the orbital moment vanishes and g = g_e = 2.002. The shift is the second-order cross term between the orbital Zeeman energy μ_B 𝓑 L_z and the spin-orbit coupling.

The operator l_z gives zero on z² and connects xy with x²−y² through a matrix element of magnitude 2. In |M = 1⟩ the spin-up e orbitals are full, so the one possible excitation moves a spin-down electron from xy to x²−y². Call the normalized result |X⟩.

The excitation energy is Δ. Since ³A2 belongs to ³F and L_z does not change L, |X⟩ also belongs to ³F and has the same Coulomb energy. One electron has moved from t2 to e, which costs Δ. This is the ³T2 level, and its energy in the full diagonalization is likewise Δ.

The moved electron has s_z = −1/2, so the spin-orbit matrix element is −ζ/2 times that of L_z. Second-order perturbation theory gives the cross term

δE = −2 (μ_B 𝓑)(−ζ/2)(2²)/Δ = +4ζ μ_B 𝓑/Δ.

Since the energy of |M = 1⟩ is g μ_B 𝓑,

g = g_e + 4ζ/Δ = 2.002 + 4(0.05)/1.0 = 2.202.

Full diagonalization with the same parameters gives 2.193. The first-order shift is thus about 5 % too large relative to the full shift of 0.190. The positive sign reflects a d shell more than half full: the electron that can move has its spin opposite to the total spin.

At zero magnetic field the triplet stays unsplit. A quadratic spin term of cubic symmetry must be proportional to S_x² + S_y² + S_z², which is constant for S = 1.

**(g) At 300 K, is isolated interstitial iron neutral in p-type silicon with 10¹⁶ holes per cm³, and in n-type silicon with 10¹⁵ electrons per cm³? What is the spin of the other charge state?**

*Use a donor level E_D roughly 0.40 eV above the valence band edge, a gap of 1.12 eV and effective densities of states of 3×10¹⁹ cm⁻³ for both bands, all rough values.*

*Answer.* Let E_D be the lowest energy of the neutral atom minus that of the positive one, and let Z₀ and Z₊ be the sums of exp(−E/kT) over their internal levels, each measured from its own lowest level. The neutral atom holds one more electron, taken from a reservoir at the Fermi energy E_F. The statistical weights are therefore

neutral: Z₀ exp[−(E_D − E_F)/kT],  positive: Z₊,

and their ratio is

N₊/N₀ = (Z₊/Z₀) exp[(E_D − E_F)/kT].

The neutral triplet gives Z₀ = 3.000. For the positive ion, with Δ, B, C and ζ held fixed, Z₊ = 3.355: a lowest doublet plus partly populated spin-orbit levels. Half the atoms are neutral when

E_F = E_D + kT ln(Z₊/Z₀) = 0.400 + 0.003 = 0.403 eV.

The carrier densities are far below the band densities, so Boltzmann statistics apply. From the valence band edge,

p-type: E_F = 0.02585 ln(3×10¹⁹/10¹⁶) = 0.207 eV
n-type: E_F = 1.12 − 0.02585 ln(3×10¹⁹/10¹⁵) = 0.853 eV.

In the p-type sample N₊/N₀ ≈ 1.12 exp(0.193/0.02585) ≈ 2×10³, and the neutral fraction is about 5×10⁻⁴. In the n-type sample the positive fraction is about 3×10⁻⁸. Iron is neutral in the second sample but not in the first. An error of 0.06 eV in E_D changes the ratio by a factor of about ten, which leaves both conclusions intact.

Positive iron has n = 26 − 18 − 1 = 7. The filling t2⁵e² has three unpaired electrons and S = 3/2. Here the high-spin premise matters: with B and C fixed, diagonalization gives S = 1/2 once Δ exceeds 1.55 eV. The chosen Δ = 1.0 eV is on the high-spin side. The crossover scales with the repulsion, so at Δ = 1.0 eV a uniform reduction of B and C below 1.0/1.55 ≈ 0.64 of their values makes the ion low-spin. Unlike the d⁸ spin in (c), the d⁷ spin does not survive a strong covalent reduction.

**The model beside real silicon**

Electron spin resonance of neutral interstitial iron in silicon shows S = 1 with g about 2.07, in agreement with the spin found in (a). The model's g shift of 0.19 is nearly three times the observed shift of about 0.07. To first order it equals 4ζ/Δ, so it depends directly on the round values chosen for ζ and Δ. The model also leaves out the spreading of the d orbitals over silicon neighbours, which would weaken their orbital moment. The calculation does not separate these two causes. Heat is a minor matter for these parameters: the population of ³T2 relative to the ground triplet is 3 exp(−Δ/kT) ≈ 5×10⁻¹⁷ at 300 K.

In the p-type sample of (g) the assumption that fails is neutrality, and for the stated Δ, B and C this changes the predicted spin from 1 to 3/2; spin-orbit coupling with the threefold orbital state then makes the lowest level a doublet. Positive iron can also pair with negative acceptors such as boron, so the fractions in (g) apply to isolated iron alone. Lattice relaxation is also left out. The numerical output lists the values used here.

Table of computed values

```
Model delta, B, C, zeta: 1.0, 0.08, 0.32, 0.05 eV
Temperature: 300 K; kT = 0.02585 eV
Fe electrons outside argon core: 8
Filling rule, confirmed by diagonalization:
 d1: t2^1 e^0, S = 0.5, orbital degeneracy 3
 d2: t2^2 e^0, S = 1.0, orbital degeneracy 3
 d3: t2^3 e^0, S = 1.5, orbital degeneracy 1
 d4: t2^3 e^1, S = 2.0, orbital degeneracy 2
 d5: t2^3 e^2, S = 2.5, orbital degeneracy 1
 d6: t2^4 e^2, S = 2.0, orbital degeneracy 3
 d7: t2^5 e^2, S = 1.5, orbital degeneracy 3
 d8: t2^6 e^2, S = 1.0, orbital degeneracy 1
 d9: t2^6 e^3, S = 0.5, orbital degeneracy 2
Neutral Fe: S = 1.0, orbital degeneracy 1
Neutral Fe: e electrons in ground state = 2.0000
3A2 to 3T2 energy: 1.000 eV
3A2 to lowest singlet: 1.2437 eV
Same, strong-field limit 8B+2C: 1.2800 eV
Same, computed at delta = 1000 eV: 1.2800 eV
Singlet gap, Coulomb terms at 10 %: 0.1276 eV
Reversed order d8: S = 1.0, orbital deg. 3
Unchanged 3d6 core, spins found in scan: [0.0, 2.0]
Substitutional d4, delta = -1 eV: S = 2.0
d6 spin crossover: delta = 1.363 eV
d7 spin crossover: delta = 1.554 eV
d7 spin above crossover: 0.5
Free-electron g: 2.00232
g of neutral Fe, full diagonalization: 2.1928
g of neutral Fe, first order: 2.2023
Cubic sum, 4 first neighbours: -70.069 a^-5
Cubic sum, 6 second neighbours: 76.800 a^-5
Cubic sum, two shells: 6.731 a^-5
Cubic sum, all atoms within 8a: 5.180 a^-5
3T2/3A2 thermal population ratio: 4.76e-17
Rough donor level above valence band: 0.40 eV
Rough gap: 1.12 eV; band densities: 3e+19 cm^-3
Partition sums: neutral 3.000, positive 3.355
Fermi level for half neutral: 0.4029 eV
p-type 1e+16 cm^-3: Fermi level 0.2070 eV
p-type neutral fraction: 5.11e-04
n-type 1e+15 cm^-3: Fermi level 0.8535 eV
n-type positive fraction: 2.69e-08
```
